# The f-Sum Rule for the Density Response from a Double Commutator

A weak external potential of wave vector $\mathbf q$ disturbs the density of a many-electron system. The response at a given frequency generally depends on the interactions and is usually hard to compute. This problem finds its first frequency moment, which can be had without solving for a single excited state.

**Setting.** There are $N$ particles of mass $m$ in a periodic box of volume $\Omega$, with mean density $n=N/\Omega$. Units have $\hbar=1$. The Hamiltonian is

$$H=T+V,\qquad T=\sum_{i=1}^N\frac{\boldsymbol\pi_i^2}{2m},\qquad \boldsymbol\pi_i=\mathbf p_i+\mathbf A(\mathbf r_i).$$

Here $V(\mathbf r_1,\dots,\mathbf r_N)$ is a real function of the positions, containing the external potential and all interactions. The static vector potential $\mathbf A$ has absorbed the charge and may be zero. The density operator at wave vector $\mathbf q$ is

$$\rho_{\mathbf q}=\sum_i g_i,\qquad g_i=e^{-i\mathbf q\cdot\mathbf r_i},$$

with $\mathbf q$ compatible with the periodic box. The states $|n\rangle$ are the eigenstates of $H$ with energies $E_n$, the system starts in the ground state $|0\rangle$, and $\omega_n=E_n-E_0$. (As a label, $n$ counts states; as a factor, it is the density.) Below, $\rho$ means $\rho_{\mathbf q}$ and $\langle\cdots\rangle$ is an average in $|0\rangle$.

## (a) The response and its spectrum

**Question.** A weak potential adds $f(t)\rho^\dagger$ to $H$. Find the function $\chi(\mathbf q,t)$ that gives the linear change of $\langle\rho\rangle/\Omega$, and express the first moment

$$M_1=\int_{-\infty}^{\infty}d\omega\,\omega\left[-\frac1\pi\,\mathrm{Im}\,\chi(\mathbf q,\omega)\right]$$

through excitation energies and matrix elements.

**Solution.** Take first a Hermitian perturbation $f(t)B$ with real $f$. In the interaction picture, to first order,

$$|\psi(t)\rangle=|0\rangle-i\int_{-\infty}^{t}dt'\,f(t')B(t')|0\rangle,\qquad B(t)=e^{iHt}Be^{-iHt}.$$

The average of an operator $C$ changes through the ket and through the bra. The two contributions have opposite signs of $i$ and opposite operator order, so they form a commutator:

$$\delta\langle C\rangle(t)=-i\int_{-\infty}^{t}dt'\,f(t')\langle[C(t),B(t')]\rangle .$$

The operator $\rho^\dagger$ is not Hermitian, but $\rho^\dagger=B_1+iB_2$ with the Hermitian operators $B_1=(\rho+\rho^\dagger)/2$ and $B_2=(\rho^\dagger-\rho)/2i$. The response is linear in $B$, so the two responses may be added with the same coefficients. Since $|0\rangle$ is stationary, only $t-t'$ matters. With $C=\rho$,

$$\chi(\mathbf q,t)=-\frac{i}{\Omega}\,\theta(t)\,\langle[\rho(t),\rho^\dagger(0)]\rangle .$$

Insert a complete set of eigenstates between the two operators and define

$$a_n=|\langle n|\rho^\dagger|0\rangle|^2,\qquad b_n=|\langle n|\rho|0\rangle|^2 .$$

In the first ordering the factor is $e^{iE_0t}e^{-iE_nt}=e^{-i\omega_nt}$; in the second it is $e^{+i\omega_nt}$. Therefore

$$\chi(\mathbf q,t)=-\frac{i}{\Omega}\theta(t)\sum_n\left(a_ne^{-i\omega_nt}-b_ne^{i\omega_nt}\right).$$

Use the transform $\chi(\omega)=\int dt\,e^{i\omega t-\eta t}\chi(t)$ with $\eta\to0^+$. Because $-i\int_0^\infty dt\,e^{izt}=1/z$ for $\mathrm{Im}\,z>0$,

$$\chi(\mathbf q,\omega)=\frac1\Omega\sum_n\left[\frac{a_n}{\omega-\omega_n+i\eta}-\frac{b_n}{\omega+\omega_n+i\eta}\right].$$

The imaginary part of $1/(x+i\eta)$ is $-\eta/(x^2+\eta^2)$, which tends to $-\pi\delta(x)$. Hence

$$-\frac1\pi\mathrm{Im}\,\chi(\mathbf q,\omega)=\frac1\Omega\sum_n\left[a_n\delta(\omega-\omega_n)-b_n\delta(\omega+\omega_n)\right].$$

Multiplying by $\omega$ gives $+\omega_na_n$ from the first term. The second gives $-(-\omega_n)b_n=+\omega_nb_n$. The two halves of the frequency line add:

$$M_1=\frac1\Omega\sum_n\omega_n(a_n+b_n).$$

The term $n=0$ drops out because $\omega_0=0$.

## (b) Removing the excited states

**Question.** Write $M_1$ as a ground-state average that contains no excited states.

**Solution.** Each factor $\omega_n$ can be produced by a commutator with $H$. Acting with $H$ on the eigenstates at either side gives

$$\langle0|[\rho,H]|n\rangle=(E_n-E_0)\langle0|\rho|n\rangle=\omega_n\langle0|\rho|n\rangle,$$

$$\langle n|[\rho,H]|0\rangle=(E_0-E_n)\langle n|\rho|0\rangle=-\omega_n\langle n|\rho|0\rangle .$$

Now write $a_n=\langle0|\rho|n\rangle\langle n|\rho^\dagger|0\rangle$ and $b_n=\langle0|\rho^\dagger|n\rangle\langle n|\rho|0\rangle$, and use $\sum_n|n\rangle\langle n|=1$:

$$\sum_n\omega_na_n=\langle[\rho,H]\rho^\dagger\rangle,\qquad \sum_n\omega_nb_n=-\langle\rho^\dagger[\rho,H]\rangle .$$

Their sum is a double commutator:

$$M_1=\frac1\Omega\langle[[\rho,H],\rho^\dagger]\rangle .$$

Two properties were used: $|0\rangle$ is an eigenstate of $H$, and the states $|n\rangle$ are complete. That $|0\rangle$ has the lowest energy was not used. For an excited eigenstate the same formula holds, with some $\omega_n$ negative.

## (c) What the potential contributes

**Question.** Find the contribution of $V$. Does it matter whether the interaction has short or long range?

**Solution.** Both $\rho$ and $V$ multiply the wave function by a function of the positions, and such multiplications can be done in either order:

$$[\rho,V]\psi=\rho V\psi-V\rho\psi=0 .$$

The contribution vanishes at the first commutator. The range of the interaction plays no role: a Coulomb repulsion $1/|\mathbf r_i-\mathbf r_j|$ drops out just as a contact-like one does. "Local" here means that the operator is a function of positions.

The interaction has not disappeared from the physics. In general it still shapes $|0\rangle$, the excitation energies $\omega_n$ and the strengths $a_n$ and $b_n$. What has vanished is its explicit term in the double commutator. A dependence through the state $|0\rangle$ could still remain, and the kinetic term decides whether it does.

## (d) What the kinetic energy contributes

**Question.** Evaluate $[[\rho,T],\rho^\dagger]$.

**Solution.** Take one particle and drop its index. Since $\mathbf p=-i\nabla$, differentiating $g=e^{-i\mathbf q\cdot\mathbf r}$ brings down $-\mathbf q$, while $\mathbf A(\mathbf r)$ commutes with $g$:

$$\boldsymbol\pi g=g(\boldsymbol\pi-\mathbf q).$$

Applying this twice gives $\boldsymbol\pi^2g=g(\boldsymbol\pi-\mathbf q)^2$. As $\mathbf q$ is a constant vector, the square expands without ordering problems:

$$\left[g,\frac{\boldsymbol\pi^2}{2m}\right]=\frac{g}{2m}\left[\boldsymbol\pi^2-(\boldsymbol\pi-\mathbf q)^2\right]=\frac{g}{2m}\left(2\mathbf q\cdot\boldsymbol\pi-q^2\right).$$

This operator has a direct meaning. From $\boldsymbol\pi g=g\boldsymbol\pi-\mathbf qg$ it follows that $g\boldsymbol\pi+\boldsymbol\pi g=2g\boldsymbol\pi-\mathbf qg$, so the right side equals $\mathbf q\cdot(g\boldsymbol\pi+\boldsymbol\pi g)/2m$. That is $\mathbf q$ times the current operator of the particle, and the first commutator is the continuity equation.

In the second commutator $g$ and the constant $q^2$ commute with $g^*=e^{i\mathbf q\cdot\mathbf r}$. What remains is the term linear in $\boldsymbol\pi$. With $[\boldsymbol\pi,g^*]=\mathbf qg^*$,

$$\left[\left[g,\frac{\boldsymbol\pi^2}{2m}\right],g^*\right]=\frac{g}{2m}\,2\mathbf q\cdot[\boldsymbol\pi,g^*]=\frac{g}{2m}\,2q^2g^*=\frac{q^2}{m}.$$

The last step uses $gg^*=1$. For $N$ particles, $[g_i,T]$ contains operators of particle $i$ alone and commutes with $g_j^*$ when $j\neq i$. The $N$ equal terms add:

$$[[\rho,T],\rho^\dagger]=\frac{Nq^2}{m}.$$

The result is a number, not an operator. It has the same average in every state, so no dependence on the interaction can return through $|0\rangle$. The vector potential has dropped out as well.

## (e) The sum rule, and its two halves

**Question.** State the value of $M_1$. How much comes from positive frequencies?

**Solution.** Parts (b), (c) and (d) together give

$$\boxed{\int_{-\infty}^{\infty}d\omega\,\omega\left[-\frac1\pi\mathrm{Im}\,\chi(\mathbf q,\omega)\right]=\frac{nq^2}{m}}$$

With $\hbar$ restored and energy as the integration variable, the right side is $n\hbar^2q^2/m$.

The positive half of the line contains $\sum_n\omega_na_n/\Omega$. Suppose that $\mathbf A=0$, that $H$ does not act on spin, and that the ground state is nondegenerate. The eigenfunctions can then be chosen real, and $\langle n|\rho|0\rangle$ is the complex conjugate of $\langle n|\rho^\dagger|0\rangle$. So $a_n=b_n$, and each half gives $nq^2/2m$.

With a vector potential this argument fails. For one particle, $g\boldsymbol\pi g^*=\boldsymbol\pi+\mathbf q$, and the two averages of part (b) become

$$\sum_n\omega_na_n=\frac{\langle q^2+2\mathbf q\cdot\boldsymbol\pi\rangle}{2m},\qquad \sum_n\omega_nb_n=\frac{\langle q^2-2\mathbf q\cdot\boldsymbol\pi\rangle}{2m}.$$

If the particle carries a current along $\mathbf q$, the halves differ. The current cancels in their sum. For several particles the half sums also contain terms that couple different particles, so the total current alone does not in general fix their difference. These terms cancel in the sum too.

## (f) Short times and high frequencies

**Question.** What does the sum rule say about $\chi(\mathbf q,t)$ just after a sudden kick, and about $\chi(\mathbf q,\omega)$ at high frequency?

**Solution.** The equation of motion is $d\rho/dt=i[H,\rho]=-i[\rho,H]$. Differentiating the response function at $t=0^+$ gives

$$\left.\frac{d\chi}{dt}\right|_{0^+}=-\frac{i}{\Omega}(-i)\langle[[\rho,H],\rho^\dagger]\rangle=-\frac{nq^2}{m}.$$

A classical uniform fluid shows why. An impulsive potential $\lambda\delta(t)e^{i\mathbf q\cdot\mathbf r}$ (real part understood) gives each particle the velocity $-i\mathbf q\lambda e^{i\mathbf q\cdot\mathbf r}/m$. After a short time $t$ the density has changed by $-n\nabla\cdot(\mathbf vt)=-(nq^2/m)\lambda t\,e^{i\mathbf q\cdot\mathbf r}$. Forces between the particles need time to alter the velocities, so they do not enter the term linear in $t$.

For $\omega$ far above all excitations of appreciable weight, expand the fractions of part (a) in $\omega_n/\omega$:

$$\chi(\mathbf q,\omega)\simeq\frac{1}{\Omega\omega}\sum_n(a_n-b_n)+\frac{1}{\Omega\omega^2}\sum_n\omega_n(a_n+b_n).$$

The first sum is $\langle[\rho,\rho^\dagger]\rangle=0$. The second is the sum rule. At leading order,

$$\chi(\mathbf q,\omega)\simeq\frac{nq^2}{m\omega^2},$$

which is also the leading high-frequency term for free particles.

## (g) A potential that does not drop out

**Question.** Add to $H$ a one-particle operator $U$ that acts as $(U\psi)(\mathbf r)=\int d\mathbf r'\,U(\mathbf r,\mathbf r')\psi(\mathbf r')$. How does the sum rule change?

**Solution.** In $gU$ the phase is taken at $\mathbf r$; in $Ug$ it is taken at $\mathbf r'$. The kernel of $[g,U]$ is therefore $[g(\mathbf r)-g(\mathbf r')]\,U(\mathbf r,\mathbf r')$. The commutator with $g^*$ multiplies it by $g^*(\mathbf r')-g^*(\mathbf r)$. The product of the two brackets is

$$e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}-1-1+e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=-2\left[1-\cos\mathbf q\cdot(\mathbf r-\mathbf r')\right],$$

and so $[[g,U],g^*]$ has the kernel

$$-2\left[1-\cos\mathbf q\cdot(\mathbf r-\mathbf r')\right]U(\mathbf r,\mathbf r').$$

A local potential has $U\propto\delta(\mathbf r-\mathbf r')$, and the bracket removes it. A nonlocal one generally leaves a term that depends on the state, and $M_1$ then need not equal $nq^2/m$. One exception is a kernel that connects only points for which $\mathbf q\cdot(\mathbf r-\mathbf r')$ is a multiple of $2\pi$: the bracket removes it too. Nonlocal pseudopotentials are not such an exception: they generally change $M_1$. So does the exchange operator of a fixed Hartree–Fock Hamiltonian, although the Coulomb repulsion from which it derives is local.

## (h) Two interacting electrons on a ring

**Question.** Two electrons in a spin singlet move on a ring of length $L=8\ \text{Å}$ in the potential

$$v(x)=-V_1\cos\frac{2\pi x}{L}-V_2\sin\frac{4\pi x}{L},\qquad V_1=3\ \text{eV},\quad V_2=2\ \text{eV}.$$

They repel each other with the Coulomb energy at the distance $\sqrt{d^2+s^2}$, where $d$ is the chord between them and $s=1\ \text{Å}$. For $q=4\pi/L$, predict $\sum_n\omega_n(a_n+b_n)$ and compare it with the computed excitations.

**Solution.** The wave number is $q=4\pi/(8\ \text{Å})=1.571\ \text{Å}^{-1}$, for which $\hbar^2q^2/2m=9.401$ eV. The prediction is

$$\frac{N\hbar^2q^2}{m}=2\times2\times9.401\ \text{eV}=37.60\ \text{eV}\quad(1.382\ \text{hartree}).$$

Dividing by $L$, which here takes the place of $\Omega$, gives $n\hbar^2q^2/m=4.700$ eV/Å, or 0.0914 hartree/bohr.

The excitations were computed by diagonalizing $H$ in symmetrized products of the plane waves $e^{2\pi ikx/L}$ with $|k|\le14$, which gives 435 singlet states. The table lists the sum, the inelastic strength $S=\sum_{n\neq0}a_n$, and the mean excitation energy $\bar\omega=\sum_n\omega_na_n/S$.

| System | Sum (eV) | $S$ | $\bar\omega$ (eV) |
|---|---|---|---|
| free | 37.60 | 2.000 | 9.40 |
| with $v$ | 37.60 | 1.768 | 10.63 |
| with $v$ and repulsion | 37.60 | 1.825 | 10.30 |

The sum is the same in all three systems; the other columns are not. With $\mathbf A=0$ each half of the line holds $37.60/2=18.80$ eV, so $\bar\omega=18.80\ \text{eV}/S$. For the interacting pair this is $18.80/1.825=10.30$ eV. A lower strength therefore means a higher mean energy.

Single transitions show how the weight moves. With $v$ alone, the two largest contributions $\omega_n(a_n+b_n)$ are 13.06 eV, from the excitation at 11.06 eV, and 12.23 eV, from that at 11.33 eV. With repulsion the two largest are 10.558 eV, at 11.447 eV, and 9.036 eV, at 11.745 eV. The largest two thus supply 25.29 eV of the sum without repulsion and 19.59 eV with it. Other transitions make up the difference.

**Another initial state.** Starting from the third excited singlet of the interacting pair, the sum is again 37.60 eV, as part (b) leads one to expect.

**A flux through the ring.** A quarter of a flux quantum corresponds to $A=0.25\times2\pi/L=q/8$. For the interacting pair the half sums become $\sum\omega_na_n=21.23$ eV and $\sum\omega_nb_n=16.37$ eV. They are unequal, but their total is still 37.60 eV.

**A nonlocal potential.** Add to each electron the operator $u|\phi\rangle\langle\phi|$ with $u=-5$ eV, where $\phi$ is normalized and its plane-wave coefficients are proportional to $e^{-k^2/2}$. The sum rises to 54.63 eV. The average of the extra double commutator of part (g), in the new ground state, is 17.03 eV, and $37.60+17.03=54.63$ eV.

**An incomplete basis.** The operator $e^{iqx}$ raises $k$ by 2 and so carries some plane waves out of a finite basis. The truncated $\rho$ then no longer commutes with the truncated $V$, and its double commutator with $T$ is no longer a number, so the results of both (c) and (d) are lost. If the interacting pair is diagonalized with $|k|\le2$, the sum is 32.53 eV, which is 13% below the predicted value. With $|k|\le3$ it is 36.86 eV, 2% below. With $|k|\le6$ it is 37.60 eV. When all potentials are local, agreement with the sum rule is a necessary condition on a computed spectrum. It is not sufficient, since the free and the interacting pair have the same sum and different spectra.
